# The Lüders-Marques phonon pairing kernel from the anomalous diagram: verification in Python

```python
# Result under test (hbar = kB = 1): Lueders-Marques phonon pairing kernel per |g|^2,
#   K(x,y) = 2 [I(x,y) - I(x,-y)] / (tanh(b x/2) tanh(b y/2)),
#   I(x,y) = T^2 sum_{w,w'} D(w-w') / ((iw-x)(iw'-y)),  D(v) = -2W/(v^2+W^2),
#          = f(x) f(y) n(W) [ (e^{bx}-e^{b(y+W)})/(x-y-W) - (e^{by}-e^{b(x+W)})/(x-y+W) ].
# x, y: Kohn-Sham energies from mu; W: phonon energy; b = 1/T; g couples to b + b^dagger;
# H_s = sum x c+c - sum(Delta c+up c+dn + h.c.), chi = <c_dn c_up>.
# Anomalous free energy: F_a = -sum |g|^2 Delta'* Delta S,
#   S = T^2 sum 2W / ((w^2+E^2)(w'^2+E'^2)((w-w')^2+W^2)).
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import logsumexp
mp.mp.dps = 40

def fermi(x, b): return 1/(mp.exp(b*mp.mpf(x)) + 1)
def bose(w, b): return 1/(mp.exp(b*mp.mpf(w)) - 1)

def I_closed(x, y, W, b):
    x, y, W, b = [mp.mpf(v) for v in (x, y, W, b)]
    d1, d2 = x - y - W, x - y + W
    t1 = b*mp.exp(b*x) if abs(d1) < 1e-30 else (mp.exp(b*x) - mp.exp(b*(y+W)))/d1
    t2 = -b*mp.exp(b*y) if abs(d2) < 1e-30 else (mp.exp(b*y) - mp.exp(b*(x+W)))/d2
    return fermi(x, b)*fermi(y, b)*bose(W, b)*(t1 - t2)

def K_closed(x, y, W, b):
    return 2*(I_closed(x, y, W, b) - I_closed(x, -y, W, b))/(mp.tanh(b*mp.mpf(x)/2)*mp.tanh(b*mp.mpf(y)/2))

def S_closed(x, y, W, b):
    return (I_closed(x, -y, W, b) - I_closed(x, y, W, b))/(2*x*y)

def K_sinh(x, y, W, b):
    a = b/2
    sh = lambda p: a if abs(p) < 1e-12 else np.sinh(a*p)/p
    num = sh(x+y+W) + sh(x+y-W) - sh(x-y+W) - sh(x-y-W)
    return -num/(2*np.sinh(a*x)*np.sinh(a*y)*np.sinh(a*W))

def K00(W, b): return -(2/W)*(1 - 4/(b*W)/np.tanh(b*W/2) + 8/(b*W)**2)

# ---- brute-force Matsubara sums; tails go as 1/N, 1/N^3 and are extrapolated away
idx = np.arange(-200, 200)
def outer_sum(terms):
    s = [terms[np.abs(idx + 0.5) < N].sum().real for N in (50, 100, 200)]
    r1, r2 = 2*s[1] - s[0], 2*s[2] - s[1]
    return (8*r2 - r1)/7

def inner_sum(w, y, W, b):
    nu = 2*np.pi/b*np.arange(-4000, 4001)
    return np.sum(-2*W/(nu**2 + W**2)/(1j*(w - nu) - y))/b

def I_brute(x, y, W, b):
    w = (2*idx + 1)*np.pi/b
    return outer_sum(np.array([inner_sum(v, y, W, b)/(1j*v - x)/b for v in w]))

def S_brute(x, y, W, b):
    w = (2*np.arange(-600, 600) + 1)*np.pi/b
    ph = 2*W/((w[:, None] - w[None, :])**2 + W**2)
    return (1/(w**2 + x**2)) @ ph @ (1/(w**2 + y**2))/b**2

def K_quad(x, y, W, b):
    s = lambda e, t: np.sinh(e*(b/2 - t))/np.sinh(e*b/2)
    fn = lambda t: s(x, t)*s(y, t)*np.cosh(W*(b/2 - t))/np.sinh(W*b/2)
    return -quad(fn, 0, b, epsabs=1e-13, epsrel=1e-12)[0]

# ---- symbolic Fermi-Bose identities (X=e^{bx}, Y=e^{by}, B=e^{bW})
X, Y, B = sp.symbols('X Y B', positive=True)
f, fp, n = 1/(X+1), 1/(Y+1), 1/(B-1)
assert sp.simplify((1+n-fp)/(Y*B+1) - n*fp) == 0
assert sp.simplify((n+fp)/(Y/B+1) - (1+n)*fp) == 0
num1 = -(1+n-fp)*(f - 1/(Y*B+1))
num2 = -(n+fp)*(f - 1/(Y/B+1))
assert sp.simplify(num1 - (fp*(1-f)*n - f*(1-fp)*(1+n))) == 0
assert sp.simplify(num2 - (fp*(1-f)*(1+n) - f*(1-fp)*n)) == 0
assert sp.simplify(num1 - f*fp*n*(X - Y*B)) == 0
assert sp.simplify(num2 + f*fp*n*(Y - X*B)) == 0

# ---- Nambu inverse, single sums, imaginary-time functions (b = 1)
dl, xi, w0 = 0.4 + 0.3j, 0.8, 3*np.pi
G = np.linalg.inv(1j*w0*np.eye(2) - np.array([[xi, -dl], [-np.conj(dl), -xi]]))
assert abs(G[0, 1] - dl/(w0**2 + xi**2 + abs(dl)**2)) < 1e-14
y, W = -1.9, 2.5
nb, fy = float(bose(W, 1)), float(fermi(y, 1))
assert abs(-inner_sum(w0, y, W, 1.0) - ((1+nb-fy)/(1j*w0-y-W) + (nb+fy)/(1j*w0-y+W))) < 1e-10
wn = (2*idx + 1)*np.pi
assert abs(outer_sum(1/((1j*wn - xi)*(1j*wn - y))) - (fermi(xi, 1) - fy)/(xi - y)) < 1e-10
big = np.arange(-200000, 200000)
tau = 0.3
wf, wb = (2*big + 1)*np.pi, 2*big*np.pi
assert abs(np.sum(np.cos(wf*tau)/(wf**2+xi**2)) - np.sinh(xi*(.5-tau))/(2*xi*np.cosh(xi/2))) < 1e-8
assert abs(np.sum(np.cos(wb*tau)*2*W/(wb**2+W**2)) - np.cosh(W*(.5-tau))/np.sinh(W/2)) < 1e-8

# ---- closed forms against double sums and quadrature, resonant cases included
err_I = err_S = 0.0
for x, y, W in [(0.8, -1.9, 2.5), (1.5, -1.0, 2.5), (-3.0, 1.0, 4.0), (4.0, 2.0, 0.5), (1.0, 2.0, 3.0)]:
    err_I = max(err_I, abs(I_brute(x, y, W, 1.0) - float(I_closed(x, y, W, 1))))
    err_S = max(err_S, abs(S_brute(x, y, W, 1.0)/float(S_closed(x, y, W, 1)) - 1))
    k = float(K_closed(x, y, W, 1))
    assert abs(K_quad(x, y, W, 1.0)/k - 1) < 1e-9 and abs(K_sinh(x, y, W, 1.0)/k - 1) < 1e-9
assert err_I < 1e-8 and err_S < 1e-7

# ---- symmetries, bounds, monotonicity, limits
rng = np.random.default_rng(1)
for _ in range(100):
    x, y = rng.uniform(-8, 8, 2); W = rng.uniform(0.1, 10)
    k = K_closed(x, y, W, 1)
    assert I_closed(x, y, W, 1) > 0 and -2/W < k < 0
    assert abs(k - K_closed(y, x, W, 1)) < 1e-20 and abs(k - K_closed(-x, y, W, 1)) < 1e-20
    assert abs(K_closed(1.1*x, y, W, 1)) < abs(k) < abs(K00(W, 1.0))
for W in (0.7, 3.0, 12.0):
    assert abs(-16*S_brute(0.0, 0.0, W, 1.0)/K00(W, 1.0) - 1) < 1e-7
    assert abs(K_closed(1e-8, 1e-8, W, 1)/K00(W, 1.0) - 1) < 1e-10
assert abs(-16*S_brute(0.0, 0.0, 0.01, 1.0)*0.01/2 + 1/3) < 1e-5
assert abs(K_closed(1.0, -2.0, 0.7, 60)*(1 + 2 + 0.7)/2 + 1) < 1e-12
assert abs(K_closed(0.8, -1.9, 1e4, 1)*1e4/2 + 1) < 2e-3

# ---- exact diagonalization: modes (k up, -k dn, k' up, -k' dn), b = 1
def jw(j):
    ops = [np.diag([1., -1.])]*j + [np.array([[0., 1.], [0., 0.]])] + [np.eye(2)]*(3 - j)
    m = np.eye(1)
    for o in ops: m = np.kron(m, o)
    return m
c = [jw(j) for j in range(4)]
pair = [c[1] @ c[0], c[3] @ c[2]]
hop = c[2].T @ c[0] + c[1].T @ c[3]

def H_el(xs, ds):
    H = sum(xs[j//2]*c[j].T @ c[j] for j in range(4))
    return H - sum(ds[i]*pair[i].T + np.conj(ds[i])*pair[i] for i in range(2))

def omega_two_modes(xs, ds, g, W, N=6):
    a = np.diag(np.sqrt(np.arange(1., N)), 1)
    b1, b2 = np.kron(a, np.eye(N)), np.kron(np.eye(N), a)
    V = g*np.kron(hop, b1 + b2.T)
    H = np.kron(H_el(xs, ds), np.eye(N*N)) + W*np.kron(np.eye(16), b1.T@b1 + b2.T@b2) + V + V.conj().T
    return -logsumexp(-np.linalg.eigvalsh(H))

xs, d1, d2, W = (0.8, -1.1), 0.7 + 0j, 0.6*np.exp(0.5j), 3.0
r = [(omega_two_modes(xs, (d1, d2), g*np.exp(0.9j), W)
      - omega_two_modes(xs, (d1, -d2), g*np.exp(0.9j), W))/g**2 for g in (0.08, 0.04)]
ed_F = (4*r[1] - r[0])/3/2
E1, E2 = np.hypot(xs[0], abs(d1)), np.hypot(xs[1], abs(d2))
th_F = -2*float(S_closed(E1, E2, W, 1))*(np.conj(d1)*d2).real
assert abs(ed_F/th_F - 1) < 1e-4   # residual O(g^4) and boson cutoff

def pair_response(xs, g, W, N=12, h=1e-3):
    a = np.diag(np.sqrt(np.arange(1., N)), 1)
    P = np.zeros((2, 2))
    for j in range(2):
        ds = [0.0, 0.0]; ds[j] = h
        H = np.kron(H_el(xs, ds), np.eye(N)) + W*np.kron(np.eye(16), a.T@a) + g*np.kron(hop + hop.T, a + a.T)
        e, U = np.linalg.eigh(H)
        p = np.exp(-(e - e[0])); p /= p.sum()
        rho = (U*p) @ U.T
        for i in range(2): P[i, j] = np.trace(rho @ np.kron(pair[i], np.eye(N)))/h
    return P
assert abs(pair_response((0.8, -1.9), 0.0, 2.5)[0, 0]/(np.tanh(0.4)/1.6) - 1) < 1e-5
ed_K = []
for xs in [(0.8, -1.9), (1.5, -1.0), (1.5, 1.0)]:
    r = [np.linalg.inv(pair_response(xs, g, 2.5))[0, 1]/g**2 for g in (0.08, 0.04)]
    ed_K.append((xs, (4*r[1] - r[0])/3, float(K_closed(xs[0], xs[1], 2.5, 1))))
    assert abs(ed_K[-1][1]/ed_K[-1][2] - 1) < 1e-4   # residual O(g^4), O(h^2)

# ---- full derivative -dF_a/dchi* at fixed occupation; linear kernel holds up to O(Delta^2)
def deviations(d, x=mp.mpf('0.8'), y=mp.mpf('-1.9'), W=2.5):
    E = lambda u, v: mp.sqrt(u*u + v*v)
    Pf = lambda e: mp.tanh(e/2)/(2*e)
    F = lambda u, v: -2*S_closed(E(u, v), E(y, d), W, 1)*v*d
    occ = lambda u, v: 1 - 2*u*Pf(E(u, v))
    chi = lambda u, v: v*Pf(E(u, v))
    du = lambda fn: mp.diff(lambda u: fn(u, d), x)
    dv = lambda fn: mp.diff(lambda v: fn(x, v), d)
    full = -(dv(F)*du(occ) - du(F)*dv(occ))/(dv(chi)*du(occ) - du(chi)*dv(occ))/2
    c2 = chi(y, d)
    return full/(-K_closed(x, y, W, 1)*c2) - 1, full/(-K_closed(E(x, d), E(y, d), W, 1)*c2) - 1
da, db = deviations(mp.mpf('0.02')), deviations(mp.mpf('0.01'))
for i in range(2):
    assert abs(db[i]) < 1e-3 and 3.9 < da[i]/db[i] < 4.1

print("checks at beta = 1 (energies in units of T, per |g|^2)")
print(f"max abs error I, sum vs closed: {err_I:.1e} (1/T)")
print(f"max rel error S, sum vs closed: {err_S:.1e}")
print(f"F_a exact diag {ed_F:.7f}, diagram {th_F:.7f} (1/T)")
for xs, a_, b_ in ed_K:
    print(f"W=2.5 x,y={xs}: K exact diag {a_:.6f}, closed {b_:.6f} (1/T)")
print(f"rel dev of K(xi) at Delta=0.02, 0.01: {float(da[0]):.4e}, {float(db[0]):.4e}")
print(f"rel dev of K(E)  at Delta=0.02, 0.01: {float(da[1]):.4e}, {float(db[1]):.4e}")

# ---- worked example: Einstein mode
kB = constants.k/constants.e*1e3
W, lam, T, x, y, xr = 30.0, 1.0, 50.0, 5.0, -10.0, 20.0
b = 1/(kB*T); Ng2 = lam*W/2
Ip, Im = float(I_closed(x, y, W, b)), float(I_closed(x, -y, W, b))
tx, ty = np.tanh(b*x/2), np.tanh(b*y/2)
NK = Ng2*float(K_closed(x, y, W, b))
Sb = S_brute(x, y, W, b)
NK_sum = -4*x*y*Sb*Ng2/(tx*ty)
assert abs(NK_sum/NK - 1) < 1e-7 and abs(I_brute(x, y, W, b) - Ip) < 1e-8*b
NKr = Ng2*float(K_closed(xr, y, W, b))
assert abs(Ng2*K_quad(xr, y, W, b)/NKr - 1) < 1e-9
print("worked example")
print(f"Omega = {W} meV, lambda = {lam}, T = {T} K")
print(f"xi = {x} meV, xi' = {y} meV")
print(f"kB = {kB:.7f} meV/K, kT = {kB*T:.5f} meV, beta = {b:.6f} 1/meV")
print(f"N(0)|g|^2 = {Ng2:.3f} meV")
print(f"beta xi = {b*x:.5f}, beta xi' = {b*y:.5f}, beta Omega = {b*W:.5f}")
print(f"f(xi) = {float(fermi(x, b)):.6f}, f(xi') = {float(fermi(y, b)):.6f}")
print(f"f(-xi') = {float(fermi(-y, b)):.6f}, n(Omega) = {float(bose(W, b)):.6e}")
nW, f1 = float(bose(W, b)), float(fermi(x, b))
for lab, yy, ref in (("xi'", y, Ip), ("-xi'", -y, Im)):
    f2 = float(fermi(yy, b))
    ta = (f2*(1-f1)*nW - f1*(1-f2)*(1+nW))/(x - yy - W)
    tb = (f2*(1-f1)*(1+nW) - f1*(1-f2)*nW)/(x - yy + W)
    assert abs(ta + tb - ref) < 1e-13
    print(f"I(xi,{lab}): terms {ta:.6e} + {tb:.6e} = {ref:.6e} 1/meV")
print(f"I difference = {Ip - Im:.6e} 1/meV")
print(f"tanh(beta xi/2) = {tx:.6f}, tanh(beta xi'/2) = {ty:.6f}")
print(f"K/|g|^2 = {NK/Ng2:.6e} 1/meV, bound -2/Omega = {-2/W:.6e} 1/meV")
print(f"S direct double sum = {Sb:.6e} 1/meV^3")
print(f"N(0)K closed = {NK:.6f}, direct sum = {NK_sum:.6f}")
print(f"N(0)K at T = 0: {-2*Ng2/(abs(x) + abs(y) + W):.6f}")
print(f"resonance xi = {xr} meV: I(xi,xi') = {float(I_closed(xr, y, W, b)):.6e} 1/meV")
print(f"resonance: I(xi,-xi') = {float(I_closed(xr, -y, W, b)):.6e} 1/meV")
print(f"resonance: tanh(beta xi/2) = {np.tanh(b*xr/2):.6f}, N(0)K = {NKr:.6f}")
for Tk in (10.0, 50.0, 300.0):
    bb = 1/(kB*Tk)
    print(f"T = {Tk} K: beta Omega = {bb*W:.4f}, N(0)K(0,0) = {Ng2*K00(W, bb):.6f}")
print("every check passed")
```

Printed output:

```
checks at beta = 1 (energies in units of T, per |g|^2)
max abs error I, sum vs closed: 3.1e-11 (1/T)
max rel error S, sum vs closed: 1.1e-09
F_a exact diag -0.0099829, diagram -0.0099829 (1/T)
W=2.5 x,y=(0.8, -1.9): K exact diag -0.296610, closed -0.296610 (1/T)
W=2.5 x,y=(1.5, -1.0): K exact diag -0.300598, closed -0.300599 (1/T)
W=2.5 x,y=(1.5, 1.0): K exact diag -0.300598, closed -0.300599 (1/T)
rel dev of K(xi) at Delta=0.02, 0.01: -2.3752e-05, -5.9380e-06
rel dev of K(E)  at Delta=0.02, 0.01: -1.2695e-05, -3.1736e-06
worked example
Omega = 30.0 meV, lambda = 1.0, T = 50.0 K
xi = 5.0 meV, xi' = -10.0 meV
kB = 0.0861733 meV/K, kT = 4.30867 meV, beta = 0.232090 1/meV
N(0)|g|^2 = 15.000 meV
beta xi = 1.16045, beta xi' = -2.32090, beta Omega = 6.96271
f(xi) = 0.238585, f(xi') = 0.910594
f(-xi') = 0.089406, n(Omega) = 9.474239e-04
I(xi,xi'): terms 1.379625e-03 + 1.542169e-02 = 1.680132e-02 1/meV
I(xi,-xi'): terms 6.211299e-03 + 2.717363e-03 = 8.928662e-03 1/meV
I difference = 7.872654e-03 1/meV
tanh(beta xi/2) = 0.522830, tanh(beta xi'/2) = -0.821187
K/|g|^2 = -3.667321e-02 1/meV, bound -2/Omega = -6.666667e-02 1/meV
S direct double sum = 7.872654e-05 1/meV^3
N(0)K closed = -0.550098, direct sum = -0.550098
N(0)K at T = 0: -0.666667
resonance xi = 20.0 meV: I(xi,xi') = 1.524419e-02 1/meV
resonance: I(xi,-xi') = 2.646655e-03 1/meV
resonance: tanh(beta xi/2) = 0.980904, N(0)K = -0.469179
T = 10.0 K: beta Omega = 34.8136, N(0)K(0,0) = -0.891703
T = 50.0 K: beta Omega = 6.9627, N(0)K(0,0) = -0.589441
T = 300.0 K: beta Omega = 1.1605, N(0)K(0,0) = -0.347832
every check passed
```
